# Equivalent peak-temperature time of a smoothly rounded spike anneal

A spike anneal heats a wafer to a peak temperature and cools it again at once. To find how far dopants move, one wants the time at the peak temperature that would do the same work. If a rounded peak is replaced by a sharp triangle with the same peak temperature and ramp rates, this time comes out too short: for the spike computed below, 0.70 s in place of 1.47 s, so the predicted growth in the variance of a dopant profile is about halved. The converse substitution also gives too short a time. A formula for rounded peaks, applied to a nearly sharp one, gives 0.27 s where the correct value is 0.75 s. The theorem gives the rounded-peak formula, and the propositions after it show where it passes into the triangular one.

## Setting

Let $T(t)$ be the absolute temperature of the wafer, with its maximum $T_p$ at $t=0$. A process with activation energy $E_a$ has a rate proportional to $e^{-E_a/kT}$, with a constant prefactor. Its equivalent time at peak temperature is

$$t_{eq}=\int \exp\left[-\frac{E_a}{k}\left(\frac1{T(t)}-\frac1{T_p}\right)\right]dt .$$

Two small quantities recur:

$$\epsilon=\frac{kT_p}{E_a},\qquad \delta=\epsilon T_p=\frac{kT_p^2}{E_a}.$$

The second is a temperature: cooling by $\delta$ from the peak lowers the rate by a factor of about $e$.

**Lemma 1 (meaning of the equivalent time).** Let a concentration obey $\partial_t c=D(T(t))\,\partial_x^2c$, with $D$ proportional to $e^{-E_a/kT}$ and independent of $c$ and $x$, and with either a fixed concentration or zero flux at each boundary. The spike then gives the same final profile as an isothermal anneal at $T_p$ of duration $t_{eq}$.

*Proof.* Define $s(t)=\int^t D\,dt'$. Since $\partial_t c=D\,\partial_s c$, the factor $D$ cancels and $\partial_s c=\partial_x^2 c$. The final profile depends on the temperature history through the total $s$ alone. For the spike this total is $D(T_p)\,t_{eq}$, by the definition of $t_{eq}$; for the isothermal anneal it is the same product. $\square$

## The rounded peak

**Theorem.** Let the process last a finite time, with $T$ positive and continuous and with $T(t)<T_p$ for $t\ne0$. Near $t=0$ let $T$ have five continuous derivatives, with $T''(0)=-C$ and $C>0$. For this fixed profile, as $\epsilon\to0$,

$$t_{eq}=T_p\sqrt{\frac{2\pi k}{E_aC}}\;\left[1+a\,\epsilon+O(\epsilon^{3/2})\right],$$

$$a=-\frac34+\frac{T_pT''''}{8C^2}+\frac{5\,T_p\,(T''')^2}{24\,C^3},$$

where the derivatives are taken at the peak.

*Proof.* Write the exponent as $-\phi/\epsilon$ with $\phi=T_p/T-1$. In terms of the fractional cooling $\theta=(T_p-T)/T_p$,

$$\phi=\frac{1}{1-\theta}-1=\frac{\theta}{1-\theta}=\theta+\theta^2+\dots$$

The Taylor series of $T$ gives

$$\theta=\frac{C}{2T_p}t^2-\frac{T'''}{6T_p}t^3-\frac{T''''}{24T_p}t^4+O(t^5),$$

and $\theta^2=C^2t^4/(4T_p^2)+O(t^5)$. Hence $\phi=a_2t^2+a_3t^3+a_4t^4+O(t^5)$, with

$$a_2=\frac{C}{2T_p},\quad a_3=-\frac{T'''}{6T_p},\quad a_4=\frac{C^2}{4T_p^2}-\frac{T''''}{24T_p}.$$

Choose a fixed $b>0$ so small that $\phi\ge a_2t^2/2$ for $|t|\le b$. Outside this interval $\phi$ has a positive minimum $\phi_b$, because $T$ is continuous and below $T_p$ there. That part contributes at most the process duration times $e^{-\phi_b/\epsilon}$, which is smaller than any power of $\epsilon$.

Inside, put $t=\sqrt\epsilon\,u$. Then $\phi/\epsilon=a_2u^2+z$ with

$$z=\epsilon^{1/2}a_3u^3+\epsilon a_4u^4+O(\epsilon^{3/2}|u|^5).$$

Expand $e^{-z}=1-z+z^2/2+\rho$, where $|\rho|\le\frac16|z|^3\max(1,e^{-z})$. Because $a_2u^2+z\ge a_2u^2/2$, the remainder multiplied by $e^{-a_2u^2}$ is at most $\frac16|z|^3e^{-a_2u^2/2}$. Its integral is therefore $O(\epsilon^{3/2})$. The limits $\pm b/\sqrt\epsilon$ may be moved to infinity at exponentially small cost.

The weight $e^{-a_2u^2}$ is a Gaussian of variance $v=1/(2a_2)=T_p/C$ and area $\sqrt{2\pi v}$. The term in $u^3$ is odd and integrates to zero. With $\langle u^4\rangle=3v^2$ and $\langle u^6\rangle=15v^3$,

$$t_{eq}=\sqrt{\epsilon}\,\sqrt{\frac{2\pi T_p}{C}}\left[1-3\epsilon a_4v^2+\frac{15}{2}\epsilon a_3^2v^3+O(\epsilon^{3/2})\right].$$

The prefactor is $\sqrt{2\pi kT_p^2/(E_aC)}$, as stated. The two corrections are

$$-3a_4v^2=-\frac34+\frac{T_pT''''}{8C^2},\qquad \frac{15}{2}a_3^2v^3=\frac{15}{72}\frac{T_p(T''')^2}{C^3},$$

and $15/72=5/24$. $\square$

**Remark.** The leading result is $\sqrt{2\pi}\,\sigma$ with $\sigma=\sqrt{\delta/C}$. At $t=\sigma$ the wafer has cooled by $C\sigma^2/2=\delta/2$. The formula therefore needs the parabola to describe the peak over a temperature drop of a few $\delta$. A curvature read from a narrower cap need not suffice, since the time then also depends on how the profile continues below the cap.

## The sharp peak

**Proposition 1.** Let $T=T_p-R_u|t|$ before the peak and $T=T_p-R_dt$ after it, down to zero temperature. Then

$$t_{eq}=\delta\left(\frac1{R_u}+\frac1{R_d}\right)\left[1-2\epsilon+O(\epsilon^2)\right].$$

*Proof.* On a side with rate $R$, $dt=T_p\,d\theta/R$ in magnitude. Set $y=\theta/(1-\theta)$, so that $\theta=y/(1+y)$ and $d\theta=dy/(1+y)^2$. The side contributes

$$\frac{T_p}{R}\int_0^\infty\frac{e^{-y/\epsilon}}{(1+y)^2}dy=\frac{T_p}{R}\left[\epsilon-2\epsilon^2+O(\epsilon^3)\right],$$

from $(1+y)^{-2}=1-2y+O(y^2)$ and $\int_0^\infty y\,e^{-y/\epsilon}dy=\epsilon^2$. Add the two sides and use $T_p\epsilon=\delta$. $\square$

The theorem does not apply here, because a corner has no finite curvature. The dependence on activation energy differs too: $t_{eq}\propto E_a^{-1}$ for the corner and $E_a^{-1/2}$ for the smooth peak, at leading order. Two processes with different $E_a$ thus have different equivalent times in the same spike, and their ratio depends on the shape of the peak.

## From sharp to round

A spike with straight ramps and an adjustable rounding temperature $w$ connects the two cases:

$$T=T_p-w\ln S,\qquad S=q_-e^{-R_ut/w}+q_+e^{R_dt/w},$$

$$q_-=\frac{R_d}{R_u+R_d},\qquad q_+=\frac{R_u}{R_u+R_d}.$$

**Lemma 2.** This profile peaks at $t=0$ with $C=R_uR_d/w$. At fixed $T_p$, $R_u$ and $R_d$, its equivalent time is not shorter than that of the triangle.

*Proof.* Since $q_-+q_+=1$, $S(0)=1$. Also $wS'(0)=-q_-R_u+q_+R_d=0$, and

$$w^2S''(0)=q_-R_u^2+q_+R_d^2=\frac{R_uR_d(R_u+R_d)}{R_u+R_d}=R_uR_d.$$

Because $S'(0)=0$, $(\ln S)''=S''$ at the peak, and $C=wS''(0)=R_uR_d/w$. At any time $T'=-wS'/S$ is a weighted mean of $R_u$ and $-R_d$ with positive weights, so $-R_d<T'<R_u$. Integrating away from the peak shows that $T$ lies on or above the triangle. The rate rises with $T$, which proves the second claim. $\square$

**Proposition 2.** Replace the exponent by its linear part, $-(T_p-T)/\delta$, and integrate over all times. With $m=w/\delta$,

$$t_{lin}=\frac{w}{R_u+R_d}\,q_-^{-mq_-}q_+^{-mq_+}\,B(mq_-,mq_+),$$

where $B$ is the Beta function.

*Proof.* The integrand is $e^{-m\ln S}=S^{-m}$. Let $x=(R_u+R_d)t/w$. Then $R_ut/w=q_+x$ and $S=e^{-q_+x}(q_-+q_+e^x)$. With $v=q_+e^x/q_-$, $dx=dv/v$ and

$$S^{-m}=\left(\frac{q_-v}{q_+}\right)^{mq_+}q_-^{-m}(1+v)^{-m}.$$

The remaining integral is $\int_0^\infty v^{mq_+-1}(1+v)^{-m}dv=B(mq_+,mq_-)$. The power of $q_-$ is $mq_+-m=-mq_-$. $\square$

**Sharp limit.** For $m\to0$, $\Gamma(z)\simeq1/z$ gives $B\simeq1/(mq_-q_+)$, and the other powers tend to one. Hence

$$t_{lin}\to\frac{w}{R_u+R_d}\,\frac{\delta}{w}\,\frac{(R_u+R_d)^2}{R_uR_d}=\delta\left(\frac1{R_u}+\frac1{R_d}\right).$$

**Round limit.** For $m\to\infty$, use $\ln\Gamma(z)=(z-\frac12)\ln z-z+\frac12\ln2\pi+1/(12z)+\dots$ The terms $mq_\pm\ln q_\pm$ cancel the powers in front of $B$. With $r=1/(q_-q_+)=1/q_-+1/q_+$,

$$t_{lin}=\frac{w}{R_u+R_d}\sqrt{\frac{2\pi r}{m}}\left[1+\frac{r-1}{12m}+\dots\right].$$

Since $r=(R_u+R_d)^2/(R_uR_d)$, the prefactor is $\sqrt{2\pi w\delta/(R_uR_d)}=\sqrt{2\pi\delta/C}$, the leading term of the theorem.

The correction also agrees with the theorem. Differentiating $\ln S$ twice more at the peak, where $S'=0$, gives

$$T'''=-\frac{R_uR_d(R_d-R_u)}{w^2},$$

$$T''''=-w(S''''-3S''^2)=-\frac{R_uR_d[(R_u+R_d)^2-6R_uR_d]}{w^3}.$$

Inserting these, with $(R_d-R_u)^2/(R_uR_d)=r-4$,

$$a=-\frac34+\frac{T_p}{w}\left[-\frac{r-6}{8}+\frac{5(r-4)}{24}\right]=-\frac34+\frac{T_p}{w}\,\frac{r-1}{12}.$$

Multiplied by $\epsilon$, the last term is $(r-1)/(12m)$. The term $-3\epsilon/4$ comes from $\theta^2$, which the linear exponent omits.

**Remark (when the theorem's formula fails).** The ratio of the leading rounded formula to the triangular one is $\sqrt{2\pi m/r}$. If the corner is sharpened at fixed ramps, $m\to0$ and the rounded formula falls to zero, while the true time stays at or above the triangular value. A small $\epsilon$ alone is thus no guarantee; for this family one also needs $(r-1)/(12m)\ll1$.

## A silicon spike anneal

Take silicon doped with gallium acceptors and rough round parameters: $T_p=1323$ K (1050 °C), $E_a=3.5$ eV, $R_u=250$ K/s, $R_d=75$ K/s and $w=125$ K. Then

$$C=\frac{250\times75}{125}=150\ \mathrm{K/s^2},\qquad \delta=0.03257\times1323=43.1\ \mathrm K,$$

and $m=2.90$. The leading formula gives

$$t_{eq}\simeq\sqrt{\frac{2\pi\times43.09}{150}}=1.34\ \mathrm s.$$

The full integral is 1.47 s, so the leading value is 8.9% below it. For the correction, $r=325^2/18750=5.633$ and

$$a=-0.75+\frac{1323}{125}\times\frac{4.633}{12}=3.34.$$

The factor $1+3.34\times0.0326=1.109$ raises the time to 1.49 s, 1.0% above the full integral. The Beta formula gives 1.52 s, 3.4% above. It must lie above, since $\theta\le\theta/(1-\theta)$ makes the linearized rate too large.

The general coefficient was also tested on a pulse of different shape, $T=300+1023\,(1+t)^4e^{-4t}$ in kelvin and seconds, starting at $t=-1$ and cut off where the rate has become negligible, for which $a=-0.238$. With $E_a$ multiplied by 100, the relative deviation of the integral from the leading formula, divided by $\epsilon$, agreed with $a$ to within 0.01 for both profiles.

The triangle with the same peak and ramps gives 0.747 s from its leading formula and 0.703 s from its full integral. Its ramp lines meet at $T_p$. The straight ramps of the rounded spike, extended, meet 67.5 K higher. A triangle drawn through that point errs the other way: in the linearized law its time, referred to $T_p$, is $0.747\,e^{67.5/43.09}=3.6$ s.

Changing $w$ alone, with the peak temperature and ramps fixed, gives:

| $w$ (K) | $C$ (K/s²) | full (s) | leading (s) |
|---|---|---|---|
| 5 | 3750 | 0.748 | 0.269 |
| 25 | 750 | 0.908 | 0.601 |
| 125 | 150 | 1.475 | 1.344 |
| 625 | 30 | 3.007 | 3.004 |

The full integral exceeds the leading formula by 5% at $w=207$ K, where $C=91$ K/s². The near agreement in the last row is partly a cancellation: there $a=-0.75+0.82=0.07$. For still larger $w$, $a$ tends to $-3/4$, and the leading formula becomes too large by about $3\epsilon/4=2.4\%$.

The local power of $E_a$ in $t_{eq}$ is $-0.58$ for the spike with $w=125$ K and $-0.94$ for the triangle, near the leading values $-1/2$ and $-1$.

With a rough peak diffusivity of 5 nm²/s, $Dt_{eq}=5\times1.475=7.37$ nm² and $\sqrt{2Dt_{eq}}=3.8$ nm. A Gaussian profile of standard deviation 5 nm widens to $\sqrt{25+2\times7.37}=6.3$ nm. The diffusion equation, solved numerically through the whole spike, reproduced the isothermal profile of Lemma 1 to $6\times10^{-5}$ of the initial maximum.

## The model beside a real anneal

The model spike stays within 50 K of its peak for 1.8 s. This and the ramp rates are in the rough range of lamp-heated spike anneals. The straight cooling ramp is a simplification, since radiative cooling slows as the wafer cools. If the model's cooling rate is multiplied by $(T/T_p)^4$, $t_{eq}$ grows by about 5.5%. Three other effects can be sized for the same numbers.

*Peak temperature.* A peak 3 K too hot raises the peak rate by 7.2%, close to $3/\delta$. This is comparable to the 8.9% error of the leading formula, so the first correction is of use only when the peak temperature is known to a few kelvin. The shape of the peak must be known as well: since the leading formula varies as $C^{-1/2}$, a 10% error in $C$ changes it by about 5%.

*Hole density.* Suppose the acceptor diffuses only through singly positive defects, with $D\propto p/n_i$. This is a limiting case: if part of the diffusion goes through neutral defects, the enhancement factors below are smaller. Charge neutrality, $p=N+n_i^2/p$, gives

$$\frac p{n_i}=\frac N{2n_i}+\sqrt{1+\left(\frac N{2n_i}\right)^2}.$$

For $N=n_i=10^{19}$ cm⁻³ at the peak, a rough value for $n_i$, this is 1.62. On cooling, $n_i$ falls and $p/n_i$ rises, so the rate decays more slowly. With $n_i\propto T^{3/2}e^{-0.6\,\mathrm{eV}/kT}$, $t_{eq}$ grows by 7.3% to 1.58 s. Relative to intrinsic diffusion, $Dt_{eq}$ grows by a factor of $1.618\times1.073=1.74$. This is a local estimate at the stated density. In a profile that only peaks at this density, $p/n_i$ is smaller away from the peak, and the factor there is smaller too. Lemma 1 then no longer holds, because $p/n_i$ varies in space in a way that changes with temperature. The built-in field, left out of the factor 1.74, also speeds up the spreading. For the 5 nm Gaussian above with a maximum of $10^{19}$ cm⁻³, numerical solution with local charge neutrality gives a growth in variance about 1.2 times the intrinsic one without the field and 1.4 times with it.

*Implant damage.* The example assumes a layer doped without implantation. Suppose instead that an implant leaves $Q$ excess interstitials per area at depth $R$, and that the surface absorbs them. Integrating their diffusion equation over all time gives $D_IN''=-Q\,\delta_D(x-R)$ for the time-integrated excess density $N(x)$, where $\delta_D$ is the Dirac function. With $N(0)=0$ and $N$ bounded, $N=QR/D_I$ for $x\ge R$. Divided by the equilibrium density $C_I^*$, this is a time-integrated supersaturation $QR/G$, with $G=D_IC_I^*$. If the dopant moves wholly by interstitials, this time adds to $t_{eq}$. The two are equal at

$$Q=\frac{t_{eq}G}{R}=\frac{1.475\times2\times10^7}{2\times10^{-6}}\simeq1.5\times10^{13}\ \mathrm{cm^{-2}},$$

for $R=20$ nm and a rough $G=2\times10^7$ cm⁻¹s⁻¹ at the peak temperature. At $Q=10^{14}$ cm⁻² the excess would count for about seven times $t_{eq}$ at depths $x\ge R$. There it is the largest of the three effects, and the thermal budget of the spike is a minor part of the diffusion. Nearer the surface $N=Qx/D_I$, so the excess counts for less, in proportion to depth. The estimate places all the loss of interstitials at the peak temperature. Loss during heating makes the excess count for more, because $G$ is then smaller by a larger factor than the dopant diffusivity. With a rough activation energy of 4.95 eV for $G$, loss at 1223 K would raise the effect by a factor of 2.8.

## Computed results

```
Peak temperature: 1323 K
Activation energy: 3.50 eV
Heating rate: 250 K/s
Cooling rate: 75 K/s
Rounding scale w: 125 K
Peak curvature C: 150.0 K/s^2
C by finite differences: 150.000 K/s^2
epsilon = k Tp/Ea: 0.03257 (no unit)
delta = k Tp^2/Ea: 43.09 K
m = w/delta: 2.901 (no unit)
Gaussian deviation sigma: 0.5360 s
Time within 50 K of peak: 1.805 s
Ramp lines cross above peak by: 67.5 K
t_eq, full integral: 1.4749 s
t_eq, leading formula: 1.3436 s
Leading formula error: -8.90 %
Correction coefficient: 3.3366 (no unit)
Same for pulse profile: -0.2381 (no unit)
t_eq, with first correction: 1.4896 s
Corrected formula error: 1.00 %
t_eq, Beta formula: 1.5248 s
Beta formula error: 3.38 %
Triangle, formula: 0.7470 s
Triangle, full integral: 0.7025 s
Power of Ea, rounded spike: -0.577 (no unit)
Power of Ea, triangle: -0.942 (no unit)
Scan: w (K), C (K/s^2), full t_eq (s), leading t_eq (s)
  5  3750  0.7480  0.2687
  25  750  0.9082  0.6009
  125  150  1.4749  1.3436
  625  30  3.0071  3.0043
w where full/leading = 1.05: 207.0 K
C at that w: 90.6 K/s^2
Peak diffusivity: 5.0 nm^2/s
D t_eq: 7.374 nm^2
Diffusion length sqrt(2 D t): 3.840 nm
Initial profile deviation: 5.0 nm
Final profile deviation: 6.305 nm
Largest profile mismatch: 5.8e-05 of initial maximum
Peak temperature error taken: 3 K
Change of peak rate from it: 7.19 %
Acceptor density: 1.0e+19 cm^-3
Intrinsic density at peak: 1.0e+19 cm^-3
Energy in n_i exponential: 0.6 eV
p/n_i at peak: 1.618 (no unit)
t_eq with D prop. to p/n_i: 1.5829 s
Change of t_eq from it: 7.33 %
Interstitial transport G: 2.0e+07 1/(cm s)
Interstitial source depth: 20 nm
Dose that doubles D t: 1.47e+13 cm^-2
```
